# Squared and Unsquared Krylov Solves for the Correction Vector

**Question.** A spectral calculation at energy $E$ with broadening $\eta$ needs the vector $y$ that solves

$$\left[(E-H)^2+\eta^2\right]y=b .$$

The matrix is real, symmetric and positive definite, so conjugate gradients apply, but squaring $E-H$ also squares its spread of scales. How many iterations and how many products with $H$ does the solve take? How much would be saved by solving the complex system $(E+i\eta-H)x=b$ instead, and how do the two costs scale with the broadening, the width of the spectrum and the position of $E$ in it?

**Answer.**

## What is counted

Let $H$ be real and symmetric with eigenvalues $\lambda$ in $[0,W]$; a shift of the energy zero achieves this for any bounded spectrum. Let $b$ be real, $0\le E\le W$ and $\eta>0$, and define

$$z=E+i\eta,\qquad A=(E-H)^2+\eta^2,\qquad M=\max(E,\,W-E).$$

The largest possible value of $|E-\lambda|$ is $M$. Cost is the number of products of $H$ with a real vector, and both solvers start from zero. Since $E-H$ commutes with the number $i\eta$,

$$(z-H)(z^*-H)=(E-H)^2+\eta^2=A .$$

The solution of the complex system is therefore

$$x=(z-H)^{-1}b=(z^*-H)A^{-1}b=(E-H)y-i\eta y .$$

Here $y$ and $(E-H)y$ are real, so $y=-\operatorname{Im}x/\eta$. One solve of either system gives the correction vector.

Errors are measured in the energy norm $\|v\|_A=\sqrt{v^TAv}$, relative to $\|y\|_A$, and the target is a relative error $\varepsilon$. The reference size is

$$\|y\|_A^2=b^TA^{-1}b=b^T(z^*-H)^{-1}(z-H)^{-1}b=\|x\|^2 .$$

## The squared system

After $k$ iterations, conjugate gradients have found the vector $y_k=q(A)b$, with $q$ of degree at most $k-1$, that minimizes $\|y-y_k\|_A$. Because $b=Ay$,

$$y-y_k=[1-Aq(A)]\,y=p(A)\,y,\qquad p(0)=1,$$

with $p$ of degree at most $k$. In the eigenvectors of $A$, each component of $y$ is multiplied by $p(t)$, where $t=(E-\lambda)^2+\eta^2$ lies in $[\eta^2,M^2+\eta^2]$. The relative error is thus at most the maximum of $|p|$ on that interval, for any allowed $p$.

The map $s(t)=(2t-M^2-2\eta^2)/M^2$ sends the interval to $[-1,1]$ and sends $t=0$ to $-(1+2\eta^2/M^2)$. Take $p(t)=T_k(s(t))/T_k(s(0))$ with the Chebyshev polynomial $T_k$, whose modulus is at most one on $[-1,1]$. Define $\nu$ by $\sinh\nu=\eta/M$. Then $1+2\eta^2/M^2=1+2\sinh^2\nu=\cosh2\nu$, and $T_k(\cosh2\nu)=\cosh2k\nu$, so

$$\frac{\|y-y_k\|_A}{\|y\|_A}\le\frac{1}{\cosh(2k\nu)} .$$

The target is reached after at most $\operatorname{arccosh}(1/\varepsilon)/(2\nu)$ iterations, rounded up. For small $\varepsilon$ the numerator is $\ln(2/\varepsilon)$, and for $\eta\ll M$ we have $\nu\approx\eta/M$:

$$k\approx\frac{M}{2\eta}\ln\frac2\varepsilon .$$

An iteration forms $w=(E-H)d$ from the search direction $d$, and then $(E-H)w+\eta^2d$. That is two products, so

$$n_{\rm sq}=2k\approx\frac{\ln(2/\varepsilon)}{\nu}\approx\frac M\eta\ln\frac2\varepsilon .$$

The condition number of $A$ can be as large as $1+M^2/\eta^2$, but its square root governs the iteration count. The cost grows as $1/\eta$, not as $1/\eta^2$.

## The unsquared system

The vectors $b,Hb,H^2b,\dots$ span the same spaces as those built with $z-H$, because the shift adds only multiples of earlier vectors. The Lanczos process can therefore run with the real matrix $H$. It gives orthonormal real vectors, the columns of $V_m$, with $HV_m=V_{m+1}T$, where $T$ is real, tridiagonal and has $m+1$ rows. With $I$ the $m$-column identity extended by a zero row,

$$(z-H)V_m=V_{m+1}(zI-T).$$

Minimizing the residual over $x_m=V_mc$ becomes a small least-squares problem for $c$. Plane rotations turn $zI-T$ into a triangular matrix $R$ with three nonzero diagonals, so the columns of $D=V_mR^{-1}$ obey

$$d_m=\frac{v_m-R_{m-1,m}d_{m-1}-R_{m-2,m}d_{m-2}}{R_{mm}} .$$

The solution is updated along $d_m$, and old vectors need not be kept. Complex numbers enter the rotations and these updates, while each step uses one real product.

The residual is $r_m=b-(z-H)q(H)b=p(H)b$, where $p(\lambda)=1-(z-\lambda)q(\lambda)$ has degree at most $m$ and $p(z)=1$. Conversely, any such $p$ is allowed, since $1-p$ is divisible by $z-\lambda$. The map $u(\lambda)=2\lambda/W-1$ sends the band to $[-1,1]$. Choosing $p(\lambda)=T_m(u(\lambda))/T_m(u(z))$ gives

$$\frac{\|r_m\|}{\|b\|}\le\frac1{|T_m(u(z))|} .$$

Write $u(z)=\cosh(\mu+i\varphi)$ with $\mu>0$. Then

$$|T_m(u(z))|^2=|\cosh(m\mu+im\varphi)|^2=\sinh^2m\mu+\cos^2m\varphi\ge\sinh^2m\mu .$$

To find $\mu$, use $\cosh w+1=2\cosh^2(w/2)$ and $\cosh w-1=2\sinh^2(w/2)$ with $w=\mu+i\varphi$:

$$|u(z)+1|+|u(z)-1|=2\left(\left|\cosh\tfrac w2\right|^2+\left|\sinh\tfrac w2\right|^2\right)=2\left(2\sinh^2\tfrac\mu2+1\right)=2\cosh\mu .$$

The left side is $2|z|/W+2|z-W|/W$, hence

$$\cosh\mu=\frac{|z|+|z-W|}{W} .$$

The small-$\eta$ form follows from the real and imaginary parts of $u(z)$, which are $\cosh\mu\cos\varphi=2E/W-1$ and $\sinh\mu\sin\varphi=2\eta/W$. For small $\mu$ the first gives $\sin\varphi\approx2\sqrt{E(W-E)}/W$, and the second then gives

$$\mu\approx\frac{\eta}{\sqrt{E(W-E)}}\qquad(\eta\ll E,\ W-E).$$

## From the residual to the correction vector

Let $y_m=-\operatorname{Im}x_m/\eta$. The error of $x_m$ is $(z-H)^{-1}r_m$. Since $A^{1/2}$ is real, it can be taken inside the imaginary part:

$$\|y-y_m\|_A=\frac1\eta\left\|\operatorname{Im}\left[A^{1/2}(z-H)^{-1}r_m\right]\right\|\le\frac{\|r_m\|}\eta .$$

The last step holds because the eigenvalues of $A^{1/2}(z-H)^{-1}$ have modulus one. Dividing by $\|y\|_A=\|x\|$,

$$\frac{\|y-y_m\|_A}{\|y\|_A}\le g\,\frac{\|r_m\|}{\|b\|},\qquad g=\frac{\|b\|}{\eta\|x\|}\ge1 .$$

A guaranteed count is therefore $\operatorname{arcsinh}(g/\varepsilon)/\mu\approx[\ln(2/\varepsilon)+\ln g]/\mu$, rounded up. If $b$ has a smooth normalized spectral density $\rho(\lambda)$, then $\|x\|^2/\|b\|^2=\int\rho(\lambda)\,d\lambda/[(E-\lambda)^2+\eta^2]\approx\pi\rho(E)/\eta$, and $g\approx[\pi\eta\rho(E)]^{-1/2}$. The extra logarithm grows slowly as $\eta$ falls.

For a point source on a long chain this logarithm can be followed further. In atomic units a free electron on a grid of spacing $h$, with the three-point second difference, has diagonal elements $2\tau$ and neighbour elements $-\tau$, where $\tau=1/(2h^2)$. Its levels are $\lambda=2\tau(1-\cos\theta)$, so $W=4\tau=2/h^2$. A unit source at one site has equal weight at all $\theta$. Since $u=-\cos\theta$, the polynomials orthonormal in this weight are $p_0=1$ and $p_j=\sqrt2\,T_j(u)$.

Expand the residual polynomial as $\sum_jc_jp_j$. Then $\|r_m\|^2=\sum_j|c_j|^2$, subject to $\sum_jc_jp_j(z)=1$. The Cauchy–Schwarz inequality gives the minimum, reached when $c_j$ is proportional to $p_j(z)^*$:

$$\|r_m\|^2=\frac{1}{1+2\sum_{j=1}^m|T_j(u(z))|^2} .$$

Once $m\mu\gg1$, the sum is dominated by terms with $|T_j|^2\approx e^{2j\mu}/4$. The geometric series gives a denominator $e^{2m\mu}/[2(1-e^{-2\mu})]\approx e^{2m\mu}/(4\mu)$ for small $\mu$, so $\|r_m\|\approx2\sqrt\mu\,e^{-m\mu}$. The density follows from $d\lambda/d\theta=\sqrt{\lambda(W-\lambda)}$ and is $\rho=1/[\pi\sqrt{\lambda(W-\lambda)}]$. Hence $g\approx[\sqrt{E(W-E)}/\eta]^{1/2}\approx1/\sqrt\mu$. The two factors cancel, the error bound becomes $2e^{-m\mu}$, and

$$n_{\rm un}\approx\frac{\ln(2/\varepsilon)}\mu .$$

The chain also gives $\mu$ a physical meaning. Away from the source, $(z-2\tau)x_n+\tau(x_{n+1}+x_{n-1})=0$. With $x_n\propto s^{|n|}$ this requires $s+1/s=-2u(z)$, whose decaying solution is $s=-e^{-(\mu+i\varphi)}$. The wave falls as $e^{-\mu|n|}$, and one product carries information one site outward. The solver has to follow the wave until its remaining tail is negligible.

## How large the saving is

The numbers $E$ and $W-E$ are $M$ and $W-M$ in some order. The squared count is an upper bound, and the unsquared count without $\ln g$ was derived for the point source on the chain; for a general $b$ only the two ceilings are established. For the point source, where the runs below come within a few percent of both counts, the ratio of products inside the band is therefore

$$\frac{n_{\rm sq}}{n_{\rm un}}\approx\frac\mu\nu\approx\frac{M}{\sqrt{M(W-M)}}=\sqrt{\frac{M}{W-M}} .$$

At the band centre, $M=W/2$ and $|z|=|z-W|=\sqrt{M^2+\eta^2}$. Then $\cosh\mu=\sqrt{1+\eta^2/M^2}$, so $\sinh\mu=\eta/M$ and $\mu=\nu$. Squaring costs nothing in the rate per product there.

This also shows what squaring loses elsewhere. A polynomial in $(E-H)^2$ cannot distinguish $E+\delta$ from $E-\delta$. Its rate $\nu$ is the unsquared rate for a band $[E-M,E+M]$ centred on $E$, part of which contains no levels when $E$ is off centre.

At the lower edge, $E=0$, we have $|z|=\eta$ and $|z-W|\approx W$. Then $\cosh\mu\approx1+\eta/W$, and $\cosh\mu\approx1+\mu^2/2$ gives

$$\mu\approx\sqrt{\frac{2\eta}W},\qquad \nu\approx\frac\eta W,\qquad \frac\mu\nu\approx\sqrt{\frac{2W}\eta} .$$

The unsquared cost now grows as $\eta^{-1/2}$, the squared cost still as $\eta^{-1}$. For the point source, $\lambda\approx W\theta^2/4$ near the edge, and

$$\|x\|^2\approx\int\frac{d\theta}{2\pi}\,\frac1{(W\theta^2/4)^2+\eta^2}=\frac{1}{\sqrt2\,\eta^2}\sqrt{\frac\eta W},$$

where $\int_{-\infty}^{\infty}dq/(1+q^4)=\pi/\sqrt2$ was used. Thus $g^2\approx\sqrt{2W/\eta}=2/\mu$, and the error bound is $2\sqrt2\,e^{-m\mu}$. The extra $\ln\sqrt2\approx0.35$ is small beside $\ln(2/\varepsilon)$.

The saving assumes real Lanczos vectors. A solver that applies $H$ to complex vectors pays two real products per step. If it needs the same number of steps, it breaks even with the squared solve when $\sqrt{M/(W-M)}=2$, that is at $E=W/5$ or $E=4W/5$. Between these energies the squared solve then needs fewer products.

## Numbers for an electron on a grid

Take $h=0.5$ angstrom, $E=5$ eV, $\eta=1$ eV and $\varepsilon=10^{-6}$, with a unit source at the centre of 8401 points. The chain is long enough that no product reaches its ends. With $\hbar^2/2m=3.8100$ eV angstrom$^2$,

$$W=\frac{4\times3.8100}{0.5^2}=60.96\ \text{eV},\qquad M=60.96-5=55.96\ \text{eV}.$$

Since $\ln(2/\varepsilon)=14.509$, the simple estimates are

$$n_{\rm sq}\approx\frac{55.96}{1}\times14.509=812,\qquad n_{\rm un}\approx\frac{\sqrt{5\times55.96}}1\times14.509=243 .$$

The squared estimate means 406 iterations. Errors measured against a direct banded solve reach the target after 396 iterations, or 792 products, and after 239 products for the unsquared system. The measured ratio is 3.31, against $\sqrt{55.96/5}=3.35$. The guaranteed unsquared count, with $g=4.118$, is 268.

The wave decays over $h/\mu=8.40$ angstrom. Following it for 14.509 decay lengths means about 122 angstrom, or 244 sites, which is the unsquared estimate with the full $\mu$.

The other runs use the same $\varepsilon$:

| Case | Squared | Unsquared | Ratio |
|---|---:|---:|---:|
| $\eta=2$ eV | 396 | 120 | 3.30 |
| $\eta=0.5$ eV | 1584 | 474 | 3.34 |
| band centre | 432 | 431 | 1.00 |
| band bottom | 856 | 80 | 10.70 |
| $h=0.25$ angstrom | 3372 | 493 | 6.84 |

The last three rows have $\eta=1$ eV, and $E=5$ eV applies except at the centre and bottom. Halving $\eta$ inside the band doubles both costs to within one percent. At the bottom the estimated ratio is 11.07, close to the measured one.

Grid refinement separates the methods at fixed $E$. Because $W\propto h^{-2}$, for $E\ll W$ the squared cost grows as $h^{-2}$ and the unsquared cost as $\sqrt{EW}\propto h^{-1}$. Halving $h$ multiplies the measured costs by 4.26 and 2.06. The first factor exceeds 4 because $M=W-E$ rises from 55.96 to 238.84 eV, a factor of 4.27. The density of states per unit length at 5 eV, $\rho(E)/h$, changes by only about 3 percent, but both solvers must also suppress the high levels added by the finer grid.

## When the estimate fails

The squared count remains an upper bound in exact arithmetic, and it is realistic when $b$ has appreciable weight throughout the band and the levels are dense on the scale $\eta$, provided that the distinct eigenvalues of $A$ present in $b$ also well outnumber the predicted iterations, as in the long chain. Otherwise it can be far too high. Suppose, for example, that the nearest level present in $b$ lies a distance $\Delta$ from $E$. The lower end of the spectrum of $A$ is then $\Delta^2+\eta^2$. The same Chebyshev argument, for $\Delta,\eta\ll M$, gives

$$n_{\rm sq}\lesssim\frac{M}{\sqrt{\Delta^2+\eta^2}}\ln\frac2\varepsilon ,$$

which stops growing once $\eta\ll\Delta$. A finite matrix sets another limit: in exact arithmetic, conjugate gradients finish after as many iterations as there are distinct eigenvalues of $A$ present in $b$.

A chain of 61 points with $h=0.5$ angstrom, $E=5$ eV and $\eta=0.01$ eV shows the difference. The level spacing at $E$ is 0.850 eV, far above $\eta$. The band estimate is 81190 products, while the run takes 98. A central source excites only the 31 reflection-symmetric states, so exact arithmetic would need at most 62 products. The excess is probably due to rounding, which spoils the orthogonality behind finite termination; this cause was not tested separately.

The comparison also needs the same matrix $H$ in both systems. If a truncated basis represents $H^2$ by projecting the full square, rather than by squaring the projected $H$, the factorization of $A$ is lost and the two solves answer different problems.

In practice the true error is unknown. For conjugate gradients with residual $r_k=b-Ay_k$, $\|y-y_k\|_A=\|A^{-1/2}r_k\|\le\|r_k\|/\eta$, and the unsquared solve has the same bound with its own residual. This bounds the absolute error. For the relative error the triangle inequality gives $\|y\|_A\ge\|y_k\|_A-\|r_k\|/\eta$, so stopping when $\|r_k\|/\eta\le\varepsilon\,(\|y_k\|_A-\|r_k\|/\eta)$ guarantees the target for either solver. The rule costs the two solvers differently. For conjugate gradients $\|r_k\|=\|A^{1/2}\,A^{1/2}(y-y_k)\|$, and the eigenvalues of $A^{1/2}$ reach $\sqrt{M^2+\eta^2}$, so $\|r_k\|/\eta$ can lie far above the error. On the long chain with $\eta=1$ eV the rule stops the squared solve 12 to 14 percent later than the true error requires and the unsquared solve 2 to 3 percent later: 904 against 244 products at 5 eV, 484 against 442 at the centre and 980 against 82 at the bottom. The counts, ratios and break-even energies given earlier, and the rule that follows, refer to the true error. When the levels are dense on the scale $\eta$, those present in $b$ well outnumber the steps of either solver, and $b$ has appreciable weight throughout the band, as for the point source on the long chain, the choice between them rests on where $E$ lies: near the centre of the band the products needed for a given true error agree, and towards an edge the unsquared solve with real Lanczos vectors gains by $\sqrt{M/(W-M)}$, until $\eta$ limits the gain to about $\sqrt{2W/\eta}$. The numerical output lists the rates, bounds and counts for each long-chain case.

## Values computed for the example and the checks

```
hbar^2/2m = 3.8100 eV angstrom^2
grid points = 8401, eps = 1e-06, ln(2/eps) = 14.509
[base] h=0.5 angstrom, E=5.000 eV, eta=1.0 eV
  W=60.960 eV, M=55.960 eV, g=4.118
  rate/product: squared 0.01787, unsquared 0.05950
  CG iterations: run 396, ceiling 406
  CG products: run 792, estimate 812
  unsquared products: run 239, est. 244, max 268
  product ratio: run 3.31, est. 3.33
  simple forms: 812 and 243 products
  simple ratio sqrt(M/(W-M)) = 3.35
  decay length of x: 8.40 angstrom
[eta doubled] h=0.5 angstrom, E=5.000 eV, eta=2.0 eV
  W=60.960 eV, M=55.960 eV, g=2.969
  rate/product: squared 0.03573, unsquared 0.11744
  CG iterations: run 198, ceiling 204
  CG products: run 396, estimate 406
  unsquared products: run 120, est. 124, max 133
  product ratio: run 3.30, est. 3.29
[eta halved] h=0.5 angstrom, E=5.000 eV, eta=0.5 eV
  W=60.960 eV, M=55.960 eV, g=5.794
  rate/product: squared 0.00893, unsquared 0.02986
  CG iterations: run 792, ceiling 812
  CG products: run 1584, estimate 1624
  unsquared products: run 474, est. 486, max 545
  product ratio: run 3.34, est. 3.34
[band centre] h=0.5 angstrom, E=30.480 eV, eta=1.0 eV
  W=60.960 eV, M=30.480 eV, g=5.522
  rate/product: squared 0.03280, unsquared 0.03280
  CG iterations: run 216, ceiling 222
  CG products: run 432, estimate 442
  unsquared products: run 431, est. 442, max 495
  product ratio: run 1.00, est. 1.00
[band bottom] h=0.5 angstrom, E=0.000 eV, eta=1.0 eV
  W=60.960 eV, M=60.960 eV, g=3.310
  rate/product: squared 0.01640, unsquared 0.18162
  CG iterations: run 428, ceiling 443
  CG products: run 856, estimate 884
  unsquared products: run 80, est. 80, max 87
  product ratio: run 10.70, est. 11.07
  edge form sqrt(2 eta/W) = 0.18113
[fine grid] h=0.25 angstrom, E=5.000 eV, eta=1.0 eV
  W=243.839 eV, M=238.839 eV, g=5.921
  rate/product: squared 0.00419, unsquared 0.02880
  CG iterations: run 1686, ceiling 1733
  CG products: run 3372, estimate 3465
  unsquared products: run 493, est. 504, max 566
  product ratio: run 6.84, est. 6.88
halving h multiplies products by 4.26 (squared)
  and by 2.06 (unsquared)
[short chain] 61 points, E=5.0 eV, eta=0.01 eV
  level spacing at E: 0.850 eV
  CG products: run 98, band estimate 81190
```
